\section*{The (200) Fourier component in diamond and zincblende crystals, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: summing the atoms}

Take a zincblende crystal built from two kinds of spherical model atom. At the wavevector labelled (200), atom A has scattering strength 0.96 electrons and atom B has 2.27 electrons. The eight atoms of the cubic cell together give a Fourier amplitude of 5.23 electrons. Now replace every A by the stronger scatterer B, leaving all positions fixed. The amplitude does not grow. It becomes zero. The sum over atoms explains why.

\subsection{Conventions and the crystal sum}

Let $a$ be the edge of the conventional cube. The lattice is face-centred cubic (fcc), with the four lattice points per cube
\begin{equation}
\mathbf t:\quad (0,0,0),\quad \tfrac a2(0,1,1),\quad \tfrac a2(1,0,1),\quad \tfrac a2(1,1,0).
\end{equation}
An atom A sits on each lattice point, and an atom B sits at the displacement $\mathbf R_0=\tfrac a4(1,1,1)$ from it. If A and B are identical, the crystal is diamond; otherwise it is zincblende. The wavevectors are
\begin{equation}
\mathbf G=\frac{2\pi}{a}(h,k,l),
\end{equation}
with integer $h,k,l$ referred to the cube, not to the primitive cell.

Suppose first that the electron density is a sum of atom-centred functions,
\begin{equation}
\rho(\mathbf r)=\sum_{\mathbf L}\sum_{j=1}^{8}n_j(\mathbf r-\mathbf r_j-\mathbf L),
\end{equation}
where $\mathbf L$ runs over the corners of all the cubes and $j$ over the eight atoms of one cube. The structure factor is the Fourier integral over one cube,
\begin{equation}
S(\mathbf G)=\int_{\rm cube}\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\end{equation}
Insert the sum and put $\mathbf s=\mathbf r-\mathbf L$ in each term. Since $\mathbf L$ is $a$ times a vector of integers, $\mathbf G\cdot\mathbf L$ is a multiple of $2\pi$ and the exponential is unchanged. The shifted cubes fill space once, so the sum of integrals over cubes is one integral over all space:
\begin{align}
S(\mathbf G)&=\sum_j\int_{\rm all}n_j(\mathbf s-\mathbf r_j)e^{-i\mathbf G\cdot\mathbf s}\,d^3s\nonumber\\
&=\sum_j e^{-i\mathbf G\cdot\mathbf r_j}f_j(\mathbf G),\qquad
f_j(\mathbf G)=\int n_j(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\end{align}
The second line follows from $\mathbf s=\mathbf r+\mathbf r_j$. The form factor $f_j$ describes the atom, and the exponential describes its position. Overlap of neighbouring atomic densities does no harm, because the integral is linear.

For spherical atoms $f_j$ is real and depends on $|\mathbf G|$ alone. This is assumed until non-spherical atoms are introduced explicitly.

\subsection{The fcc factor and the basis factor}

The positions are $\mathbf t$ for A and $\mathbf t+\mathbf R_0$ for B. The exponential of a sum is a product, so
\begin{equation}
S(hkl)=F(hkl)\left[f_A+f_Be^{-i\mathbf G\cdot\mathbf R_0}\right],
\qquad F=\sum_{\mathbf t}e^{-i\mathbf G\cdot\mathbf t}.
\end{equation}
For $\mathbf t=\tfrac a2(1,1,0)$ the phase is $e^{-i\pi(h+k)}=(-1)^{h+k}$, and the other face centres follow in the same way. Thus
\begin{equation}
F=1+(-1)^{h+k}+(-1)^{k+l}+(-1)^{h+l}.
\end{equation}
If the three integers are all even or all odd, each pair has an even sum and $F=4$. If one integer differs in parity from the other two, two of the pair sums are odd and one is even, so $F=1+1-1-1=0$. These zeros belong to the fcc lattice and do not depend on what occupies it. The reflection (200) passes this condition, so its disappearance must come from the basis.

The basis phase is
\begin{equation}
\mathbf G\cdot\mathbf R_0=\frac{2\pi}{a}\frac a4(h+k+l)=\frac{\pi}{2}(h+k+l),
\end{equation}
and hence
\begin{equation}
S(hkl)=F(hkl)\left[f_A+f_B(-i)^{h+k+l}\right].
\label{eq:main}
\end{equation}
For unmixed integers this has the cases
\begin{equation}
S=\begin{cases}
4(f_A+f_B), & h+k+l=4n,\\
4(f_A-f_B), & h+k+l=4n+2,\\
4(f_A-if_B), & h+k+l=4n+1,\\
4(f_A+if_B), & h+k+l=4n+3,
\end{cases}
\end{equation}
with $n$ an integer. The last two cases have all three integers odd and modulus $4\sqrt{f_A^2+f_B^2}$. For (200) the sum is 2, and
\begin{equation}
S(200)=4(f_A-f_B).
\label{eq:200}
\end{equation}

The geometry is simple. Along $x$ the crystal is a stack of atomic planes a distance $a/4$ apart, alternately all A and all B. The (200) wave has period $a/2$. If its crests lie on the A planes, its troughs lie on the B planes. Identical planes contribute equal and opposite amounts. Different planes leave the difference.

\subsection{Numbers, and a way for the zincblende component to vanish}

Let the model atoms be Gaussian clouds with $Z$ electrons and width $w$:
\begin{equation}
n(\mathbf r)=\frac{Z}{(2\pi)^{3/2}w^3}e^{-r^2/2w^2},\qquad
f(G)=Ze^{-G^2w^2/2}.
\end{equation}
For A, $Z=3$ and $w=0.12a$; for B, $Z=5$ and $w=0.10a$. At (200), $G=4\pi/a$, so
\begin{align}
f_A&=3e^{-(4\pi\times0.12)^2/2}=0.9624\ \text{electrons},\nonumber\\
f_B&=5e^{-(4\pi\times0.10)^2/2}=2.2702\ \text{electrons}.
\end{align}
Equation (\ref{eq:200}) gives $|S(200)|=4|0.9624-2.2702|=5.231$ electrons. With B on both sites it is $4|2.2702-2.2702|=0$. This is the puzzle of the opening: the result measures the contrast between the sublattices, not their total strength. The reflection (400), for which the sublattices are in step, remains in both crystals, with 0.98 electrons for A--B and 1.70 electrons for B--B.

As an independent test, the densities were summed in real space and Fourier transformed numerically. For both crystals the result agreed with equation (\ref{eq:main}) to $10^{-9}$ electrons for every integer triple with $-4\le h,k,l\le4$.

Chemical difference does not by itself guarantee survival. The condition is $f_A\neq f_B$ at the particular $G$ in question. For Gaussian atoms the two form factors coincide when
\begin{align}
Z_Ae^{-G^2w_A^2/2}&=Z_Be^{-G^2w_B^2/2},\nonumber\\
w_B^2-w_A^2&=\frac{2}{G^2}\ln\frac{Z_B}{Z_A}.
\end{align}
The second line is the logarithm of the first, rearranged. An atom with more electrons can therefore match one with fewer if its cloud is broader by just this amount. Such a zero is an accident of the form factors, and a change in the charge alone, or the width alone, of one atom removes it.

\subsection{From density to crystal potential}

The same calculation applies to a local potential that is a sum of atomic potentials. Let $u_j(G)$ be the transform of the potential of atom $j$, and let $\Omega=a^3/4$ be the volume of the primitive cell. The Fourier coefficient $V_{\mathbf G}$ is the integral over the cube divided by $a^3$. For unmixed integers $F=4$, and $4/a^3=1/\Omega$, so
\begin{equation}
V_{\mathbf G}=v_A+v_B(-i)^{h+k+l},\qquad v_j=\frac{u_j}{\Omega}.
\end{equation}
Define the symmetric and antisymmetric form factors
\begin{equation}
V_S=v_A+v_B,\qquad V_A=v_A-v_B,
\end{equation}
and label them by $h^2+k^2+l^2$. Then $V_{200}=V_A(4)$.

It is often convenient to put the origin at the middle of the bond. The atoms A and B are then at $-\boldsymbol\tau$ and $+\boldsymbol\tau$, with $\boldsymbol\tau=\tfrac a8(1,1,1)$, and
\begin{align}
V'_{\mathbf G}&=v_Ae^{i\mathbf G\cdot\boldsymbol\tau}+v_Be^{-i\mathbf G\cdot\boldsymbol\tau}\nonumber\\
&=V_S\cos(\mathbf G\cdot\boldsymbol\tau)+iV_A\sin(\mathbf G\cdot\boldsymbol\tau).
\end{align}
At (200), $\mathbf G\cdot\boldsymbol\tau=\pi/2$, so $V'_{200}=iV_A(4)$. Moving the origin changes the phase but not the modulus. No choice of origin can create or remove the component.

What does this component do to an electron? Consider the zone-boundary point X, $\mathbf k=(2\pi/a)(1,0,0)$. The plane waves with wavevectors $(2\pi/a)(\pm1,0,0)$ both belong to X, differ by (200), and have the same kinetic energy
\begin{equation}
T=\frac{\hbar^2}{2m}\left(\frac{2\pi}{a}\right)^2 ,
\end{equation}
where $m$ is the free-electron mass. In a weak potential, degenerate perturbation theory keeps these two waves. With the mean potential set to zero, the matrix and its eigenvalues are
\begin{equation}
\begin{pmatrix}T&V_{200}\\V_{200}^*&T\end{pmatrix},\qquad
E=T\pm|V_{200}|.
\end{equation}
The splitting is $2|V_{200}|$ to first order in the potential. For $V_A(4)=0.70$ eV this predicts a ratio of splitting to potential scale of 1.400 eV. Diagonalization in a large plane-wave basis, with the whole potential multiplied by $10^{-4}$, gave 1.4005 eV. At full strength other waves matter, and the two-wave estimate is no longer sufficient.

\subsection{Identical atoms in displaced positions}

The cancellation also requires the second sublattice to be in its ideal place. Keep the cube fixed, let both atoms be spherical and identical, and shift all B atoms by $\delta$ along $z$. For (002), $\mathbf G\cdot\mathbf R_0=\pi$, and the shift adds the phase $4\pi\delta/a$:
\begin{align}
S(002)&=4f\left[1-e^{-i4\pi\delta/a}\right]\nonumber\\
&=4fe^{-i2\pi\delta/a}\left[e^{i2\pi\delta/a}-e^{-i2\pi\delta/a}\right]\nonumber\\
&=8if e^{-i2\pi\delta/a}\sin(2\pi\delta/a).
\end{align}
Its modulus is $8f|\sin(2\pi\delta/a)|$, which is linear in $\delta$ for small shifts. With $\delta=0.01a$ the sine is 0.0628. For B atoms this gives $8\times2.2702\times0.0628=1.14$ electrons. The components (200) and (020) stay zero, since their wavevectors are perpendicular to the shift.

This matters for crystals under shear strain. In the unstrained crystal, twofold rotations about the $x$ and $y$ axes through an atom reverse $z$ and so forbid a relative sublattice shift along $z$. A shear strain $\varepsilon_{xy}$ removes both rotations and keeps the one about $z$. The shift is then allowed, and (002) can appear in an elemental semiconductor.

\subsection{Atoms that are not spherical}

Bonded atoms are not spheres, so the atomic sum needs one more step. Suppose each atomic function has the tetrahedral symmetry of its site. Inversion through the middle of the bond exchanges the two sublattices of diamond, so $n_B(\mathbf r)=n_A(-\mathbf r)$ and
\begin{equation}
f_B(\mathbf G)=\int n_A(-\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r=f_A(-\mathbf G).
\end{equation}
A twofold rotation about $z$ through the atom leaves $n_A$ unchanged and turns (200) into $(\bar200)$, where the bar denotes a minus sign. Thus $f_A(-\mathbf G)=f_A(\mathbf G)$ for (200), the two form factors are equal, and the component is still zero.

For (222) no twofold axis of the site reverses $\mathbf G$: each reverses just two of its three components. To see the effect, multiply the Gaussian of atom A by $1+c\,xyz/w^3$, and that of B by $1-c\,xyz/w^3$. Each factor $x$ under the integral becomes $i\,\partial/\partial G_x$, which brings down $-iG_xw^2$ from the Gaussian. Since $(-i)^3=i$,
\begin{equation}
f_{A,B}(\mathbf G)=Ze^{-G^2w^2/2}\left[1\pm ic\,w^3G_xG_yG_z\right].
\end{equation}
At (200) the product $G_xG_yG_z$ is zero. At (222) the basis phase is $(-i)^6=-1$, and $S=4(f_A-f_B)$ keeps twice the imaginary part. With $Z=5$, $w=0.10a$ and $c=0.20$,
\begin{align}
|S(222)|&=8Z|c|(4\pi\times0.10)^3e^{-3(4\pi\times0.10)^2/2}\nonumber\\
&=1.486\ \text{electrons}.
\end{align}
The numerical transform gives the same value, and zero for (200). So two reflections that both vanish for identical spheres have different standing: one zero survives bonding and the other does not.

\section{Second derivation: symmetry of the whole crystal}

The symbols carried over are these. The cube edge is $a$; A sits on the fcc points and B at $\mathbf R_0=\tfrac a4(1,1,1)$ from them; $\mathbf G=(2\pi/a)(h,k,l)$. The atomic sum gave $S=F[f_A+f_B(-i)^{h+k+l}]$, with $F=4$ for unmixed integers and zero otherwise, and so $S(200)=4(f_A-f_B)$. For the potential, $V_{200}=V_A(4)$, where $V_S=v_A+v_B$ and $V_A=v_A-v_B$ are built from the atomic potential transforms per primitive cell. The kinetic unit is $T=\hbar^2(2\pi/a)^2/2m$. The new derivation starts from the total density or potential and does not divide it into atoms until a magnitude is wanted.

\subsection{A glide that forbids (200)}

Consider the operation
\begin{equation}
g(x,y,z)=\left(x+\tfrac a4,\;y+\tfrac a4,\;\tfrac a4-z\right).
\end{equation}
It is a reflection in a plane normal to $z$ together with a translation parallel to that plane, which is called a glide. It carries the atom at the origin to $\mathbf R_0$, a B site. It carries the atom at $\mathbf R_0$ to $\tfrac a2(1,1,0)$, an A site. Adding a lattice vector $(t_x,t_y,t_z)$ before the operation adds $(t_x,t_y,-t_z)$ after it, which is again a lattice vector. The glide therefore exchanges the two sublattices. It also carries bonds into bonds, because it preserves distances. In diamond it is a symmetry, and any density or local potential $\rho$ with the full symmetry of the crystal obeys $\rho(g\mathbf r)=\rho(\mathbf r)$.

Use this in the (200) integral and change variables to $\mathbf r'=g\mathbf r$, so that $x=x'-a/4$. The volume element is unchanged, and periodicity allows the shifted cube to be replaced by the original one:
\begin{align}
S(200)&=\int_{\rm cube}\rho(g\mathbf r)e^{-i4\pi x/a}\,d^3r\nonumber\\
&=\int_{\rm cube}\rho(\mathbf r')e^{-i4\pi x'/a}e^{i\pi}\,d^3r'\nonumber\\
&=-S(200).
\end{align}
A number equal to its own negative is zero. No atomic form factor has entered. Covalent bonds, overlap and self-consistent screening may all be present, provided they respect the glide.

For (222) the same substitution uses $z=a/4-z'$ as well. The exponent becomes
\begin{equation}
-\frac{4\pi i}{a}(x+y+z)=-\frac{4\pi i}{a}(x'+y'-z')+i\pi,
\end{equation}
so $S(222)=-S(22\bar2)$. This relates two components and does not force either to vanish. It agrees with the octupole result of the first half, which is odd in $G_z$.

The atomic sum and the glide symmetry both show that the (200) component vanishes in diamond, and the glide does so without dividing the density into atoms, while leaving (222) free to appear. It remains to recover the full structure factor from symmetry, test the argument on bonded valence electrons, and follow the consequences for the electron levels at X.
